# Exact Gauss-Hermite Evaluation of One-Dimensional Overlap and Multipole Factors: a program that tests the result

```python
# Result under test: the one-dimensional Gaussian factor
#   I = int (x-A)^i (x-B)^j (x-C)^e exp(-a(x-A)^2 - b(x-B)^2) dx
# is given without truncation error by an n-point Gauss-Hermite rule
# centred at P = (aA+bB)/(a+b) and scaled by 1/sqrt(a+b), for every
# geometry, if and only if n >= floor((i+j+e)/2) + 1.
# a, b: exponents (bohr^-2); A, B: Gaussian centres; C: multipole
# origin (bohr); i, j, e: powers; L = i+j+e: total polynomial degree.
import math
import numpy as np
from pyscf import gto


def gauss_hermite(n):
    """Nodes and weights for exp(-t^2) from the tridiagonal matrix."""
    off = np.sqrt(np.arange(1, n) / 2.0)
    nodes, vectors = np.linalg.eigh(np.diag(off, 1) + np.diag(off, -1))
    return nodes, math.sqrt(math.pi) * vectors[0] ** 2


def minimum_points(degree):
    return degree // 2 + 1


def product_data(geometry):
    a, b, A, B, C = geometry
    p = a + b
    return p, (a * A + b * B) / p, math.exp(-a * b * (A - B) ** 2 / p)


def polynomial(x, powers, geometry):
    i, j, e = powers
    a, b, A, B, C = geometry
    return (x - A) ** i * (x - B) ** j * (x - C) ** e


def integrand(x, powers, geometry):
    a, b, A, B, C = geometry
    return polynomial(x, powers, geometry) * np.exp(
        -a * (x - A) ** 2 - b * (x - B) ** 2)


def factor(powers, geometry, n):
    """Gauss-Hermite value with n points centred at P."""
    p, P, K = product_data(geometry)
    t, w = gauss_hermite(n)
    x = P + t / math.sqrt(p)
    return K / math.sqrt(p) * np.dot(w, polynomial(x, powers, geometry))


GRID = np.linspace(-15.0, 15.0, 3001)
STEP = GRID[1] - GRID[0]


def direct(powers, geometry):
    """Fine uniform-grid integral of the original two-Gaussian integrand,
    and the integral of its absolute value as a scale for errors."""
    values = integrand(GRID, powers, geometry)
    return STEP * values.sum(), STEP * np.abs(values).sum()


def shift_sum(powers, geometry):
    i, j, e = powers
    a, b, A, B, C = geometry
    P = product_data(geometry)[1]
    return i * (P - A) + j * (P - B) + e * (P - C)


def predicted_deficit(powers, geometry):
    """Exact integral minus the value with one point too few."""
    p, P, K = product_data(geometry)
    L = sum(powers)
    m = L // 2
    s = 1.0 if L % 2 == 0 else shift_sum(powers, geometry)
    return K * math.sqrt(math.pi / p) * math.factorial(m) / (2 * p) ** m * s


# The tridiagonal construction against numpy's separate implementation.
for n in range(1, 9):
    t, w = gauss_hermite(n)
    t_ref, w_ref = np.polynomial.hermite.hermgauss(n)
    assert np.allclose(t, t_ref, atol=1e-12)
    assert np.allclose(w, w_ref, atol=1e-12)

# Survey: smallest n that is exact in all test geometries, and the deficit.
example = (0.9, 0.6, 0.0, 1.0, 0.5)
geometries = [example, (0.5, 1.3, -0.7, 0.6, 1.1), (1.7, 0.4, 0.3, -0.9, -0.2)]
found = {}
weakest_failure = 1.0
count = 0
for i in range(4):
    for j in range(4):
        for e in range(3):
            powers = (i, j, e)
            L = i + j + e
            references = [direct(powers, g) for g in geometries]
            exact_n = []
            for n in range(1, 8):
                error = max(abs(factor(powers, g, n) - r[0]) / r[1]
                            for g, r in zip(geometries, references))
                if error < 1e-11:
                    exact_n.append(n)
                else:
                    weakest_failure = min(weakest_failure, error)
            assert exact_n == list(range(minimum_points(L), 8)), powers
            found.setdefault(L, set()).add(exact_n[0])
            if L >= 2:
                for g, r in zip(geometries, references):
                    deficit = r[0] - factor(powers, g, L // 2)
                    assert abs(deficit - predicted_deficit(powers, g)) \
                        < 1e-11 * r[1]
            count += 1
assert all(len(values) == 1 for values in found.values())
assert weakest_failure > 1e-6

# Worked example, degree four.
powers = (2, 1, 1)
p, P, K = product_data(example)
prefactor = K * math.sqrt(math.pi / p)
t3, w3 = gauss_hermite(3)
x3 = P + t3 / math.sqrt(p)
f3 = polynomial(x3, powers, example)
three = factor(powers, example, 3)
two = factor(powers, example, 2)
reference = direct(powers, example)[0]
assert abs(three - reference) < 1e-12

# The same three-point rule centred at A instead of P is not exact.
x_off = example[2] + t3 / math.sqrt(p)
off_centre = np.dot(w3 * np.exp(t3 ** 2),
                    integrand(x_off, powers, example)) / math.sqrt(p)
assert abs(off_centre - reference) > 1e-3

# Odd degree: ordinary case, and case with vanishing shift sum.
odd = (2, 1, 0)
odd_ref = direct(odd, example)[0]
special = (3, 2, 0)
special_ref = direct(special, example)[0]
assert abs(shift_sum(special, example)) < 1e-14
assert abs(factor(special, example, 2) - special_ref) < 1e-12
assert abs(factor(special, example, 1) - special_ref) > 1e-3

# Accidental exactness with one point, lost again with two.
accident = (0.9, 0.6, 0.0, 1.0, 3.8)
accident_ref = direct(powers, accident)[0]
accident_values = [factor(powers, accident, n) for n in (1, 2, 3)]
assert abs(accident_values[0] - accident_ref) < 1e-12
assert abs(accident_values[1] - accident_ref) > 1e-3
assert abs(accident_values[2] - accident_ref) < 1e-12

# Three-dimensional d-p shell pair: overlap and dipole against libcint,
# equal up to one common normalisation constant.
centre_d = (0.0, 0.2, -0.3)
centre_p = (1.0, -0.4, 0.5)
origin = (0.5, 0.1, 0.7)
mol = gto.M(atom=[["H1", centre_d], ["H2", centre_p]], unit="Bohr",
            basis={"H1": [[2, [0.9, 1.0]]], "H2": [[1, [0.6, 1.0]]]},
            cart=True, verbose=0)
with mol.with_common_orig(origin):
    dipole = mol.intor("int1e_r_cart")
library = np.concatenate(
    [mol.intor("int1e_ovlp_cart")[None], dipole])[:, :6, 6:9]
d_powers = [(2, 0, 0), (1, 1, 0), (1, 0, 1), (0, 2, 0), (0, 1, 1), (0, 0, 2)]
p_powers = [(1, 0, 0), (0, 1, 0), (0, 0, 1)]
own = np.zeros((4, 6, 3))
for c, moment in enumerate([(0, 0, 0)] + p_powers):
    for r, left in enumerate(d_powers):
        for s, right in enumerate(p_powers):
            value = 1.0
            for axis in range(3):
                trio = (left[axis], right[axis], moment[axis])
                g = (0.9, 0.6, centre_d[axis], centre_p[axis], origin[axis])
                value *= factor(trio, g, minimum_points(sum(trio)))
            own[c, r, s] = value
constant = np.sum(own * library) / np.sum(own * own)
library_error = np.max(np.abs(library - constant * own)) / np.max(np.abs(library))
assert library_error < 1e-11
# One rule sized for the highest degree serves the whole shell pair.
shell_n = minimum_points(2 + 1 + 1)
for c, moment in enumerate([(0, 0, 0)] + p_powers):
    for r, left in enumerate(d_powers):
        for s, right in enumerate(p_powers):
            value = np.prod([factor(
                (left[k], right[k], moment[k]),
                (0.9, 0.6, centre_d[k], centre_p[k], origin[k]), shell_n)
                for k in range(3)])
            assert abs(value - own[c, r, s]) < 1e-12

print("INPUT: a = %.1f, b = %.1f bohr^-2" % example[:2])
print("A = %.1f, B = %.1f, C = %.1f bohr" % example[2:])
print("p = %.4f bohr^-2, P = %.4f bohr" % (p, P))
print("K = %.8f (no unit)" % K)
print("K sqrt(pi/p) = %.8f bohr" % prefactor)
print("CASE (i,j,e) = (2,1,1): L = %d, n_min = %d"
      % (sum(powers), minimum_points(sum(powers))))
for k in range(3):
    print("node t = %+.6f, x = %+.4f bohr" % (t3[k] + 0.0, x3[k]))
    print("  w = %.8f, w/sqrt(pi) = %.6f" % (w3[k], w3[k] / math.sqrt(math.pi)))
    print("  polynomial = %.6f bohr^4" % f3[k])
print("weighted mean of polynomial = %.6f bohr^4" % (three / prefactor))
print("3 points: I = %.10f bohr^5" % three)
print("direct integration: I = %.10f bohr^5" % reference)
print("2 points: %.10f bohr^5" % two)
print("deficit, direct minus 2 points = %.10f bohr^5" % (reference - two))
print("deficit, formula = %.10f bohr^5" % predicted_deficit(powers, example))
print("3 points centred at A: %.10f bohr^5" % off_centre)
print("CASE (2,1,0): L = 3, n_min = %d" % minimum_points(3))
print("shift sum s = %.4f bohr" % shift_sum(odd, example))
print("1 point: %.10f bohr^4" % factor(odd, example, 1))
print("2 points: %.10f bohr^4" % factor(odd, example, 2))
print("direct: %.10f bohr^4" % odd_ref)
print("deficit of 1 point, formula = %.10f bohr^4"
      % predicted_deficit(odd, example))
print("CASE (3,2,0): L = 5, n_min = %d, s = 0" % minimum_points(5))
for n in (1, 2, 3):
    print("n = %d: %.10f bohr^6" % (n, factor(special, example, n)))
print("direct: %.10f bohr^6" % special_ref)
print("CASE (2,1,1) with C = %.1f bohr" % accident[4])
for n, value in zip((1, 2, 3), accident_values):
    print("n = %d: %.10f bohr^5" % (n, value))
print("direct: %.10f bohr^5" % accident_ref)
print("SURVEY: %d power triples, %d geometries" % (count, len(geometries)))
for L in sorted(found):
    print("L = %d: smallest reliable n = %d" % (L, min(found[L])))
print("weakest failure below n_min (relative) = %.1e" % weakest_failure)
print("d-p pair: %d integrals agree with library" % own.size)
print("points per axis for whole d-p dipole block = %d" % shell_n)
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUT: a = 0.9, b = 0.6 bohr^-2
A = 0.0, B = 1.0, C = 0.5 bohr
p = 1.5000 bohr^-2, P = 0.4000 bohr
K = 0.69767633 (no unit)
K sqrt(pi/p) = 1.00967893 bohr
CASE (i,j,e) = (2,1,1): L = 4, n_min = 3
node t = -1.224745, x = -0.6000 bohr
  w = 0.29540898, w/sqrt(pi) = 0.166667
  polynomial = 0.633600 bohr^4
node t = -0.000000, x = +0.4000 bohr
  w = 1.18163590, w/sqrt(pi) = 0.666667
  polynomial = 0.009600 bohr^4
node t = +1.224745, x = +1.4000 bohr
  w = 0.29540898, w/sqrt(pi) = 0.166667
  polynomial = 0.705600 bohr^4
weighted mean of polynomial = 0.229600 bohr^4
3 points: I = 0.2318222822 bohr^5
direct integration: I = 0.2318222822 bohr^5
2 points: 0.0074491868 bohr^5
deficit, direct minus 2 points = 0.2243730955 bohr^5
deficit, formula = 0.2243730955 bohr^5
3 points centred at A: 0.1196104829 bohr^5
CASE (2,1,0): L = 3, n_min = 2
shift sum s = 0.2000 bohr
1 point: -0.0969291772 bohr^4
2 points: -0.0296172486 bohr^4
direct: -0.0296172486 bohr^4
deficit of 1 point, formula = 0.0673119286 bohr^4
CASE (3,2,0): L = 5, n_min = 3, s = 0
n = 1: 0.0232630025 bohr^6
n = 2: -0.0036617689 bohr^6
n = 3: -0.0036617689 bohr^6
direct: -0.0036617689 bohr^6
CASE (2,1,1) with C = 3.8 bohr
n = 1: 0.3295592026 bohr^5
n = 2: 0.1051861072 bohr^5
n = 3: 0.3295592026 bohr^5
direct: 0.3295592026 bohr^5
SURVEY: 48 power triples, 3 geometries
L = 0: smallest reliable n = 1
L = 1: smallest reliable n = 1
L = 2: smallest reliable n = 2
L = 3: smallest reliable n = 2
L = 4: smallest reliable n = 3
L = 5: smallest reliable n = 3
L = 6: smallest reliable n = 4
L = 7: smallest reliable n = 4
L = 8: smallest reliable n = 5
weakest failure below n_min (relative) = 2.9e-01
d-p pair: 72 integrals agree with library
points per axis for whole d-p dipole block = 3
ALL CHECKS PASSED
```
